# Does the band-to-band luminescence peak give the band gap?: verification in Python

```python
"""Result under test: for free, nondegenerate electrons and holes in parabolic
bands, with k-conserving transitions and a constant matrix element, emission
per unit photon energy is sqrt(x)*exp(-x/kT), with its maximum at x = kT/2.
x: photon energy minus gap; kT: thermal energy; me, mh: carrier masses;
mr: reduced mass; R: exciton binding energy; p: power of the photon factor E**p.
Energies are in meV unless a name or label says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import lambertw


def show(label, value, unit="", digits=2):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


# Emission from its definition: a sum over k with separate Fermi occupations.
# Energies are in kT; the masses are deliberately unequal and anisotropic.
inv_e = 1 / np.array([0.2, 0.3, 0.5])
inv_h = 1 / np.array([1.0, 0.6, 2.0])
points = 160
k_max = np.sqrt(2 * 14 / np.min(inv_e + inv_h))
k2 = ((np.arange(points) + 0.5) * k_max / points) ** 2


def band_energy(inv_mass):
    return 0.5 * (inv_mass[0] * k2[:, None, None]
                  + inv_mass[1] * k2[None, :, None]
                  + inv_mass[2] * k2[None, None, :]).ravel()


energy_e, energy_h = band_energy(inv_e), band_energy(inv_h)
pair_energy = energy_e + energy_h
weight = 1 / ((np.exp(energy_e + 10) + 1) * (np.exp(energy_h + 10) + 1))
mean_k = np.sum(weight * pair_energy) / np.sum(weight)
counts, edges = np.histogram(pair_energy, bins=np.linspace(0.4, 6, 29),
                             weights=weight)
centres = 0.5 * (edges[1:] + edges[:-1])
design = np.column_stack([np.ones_like(centres), np.log(centres), -centres])
_, power_k, slope_k = np.linalg.lstsq(design, np.log(counts), rcond=None)[0]
peak_k = power_k / slope_k
# Tolerances cover the finite k grid and finite histogram bins.
assert abs(power_k - 0.5) < 0.03
assert abs(slope_k - 1) < 0.02
assert abs(peak_k - 0.5) < 0.03
assert abs(mean_k - 1.5) < 0.005
del energy_e, energy_h, pair_energy, weight

# Half-height points: Lambert function against direct root finding.
half_low = -0.5 * lambertw(-np.exp(-1) / 4, 0).real
half_high = -0.5 * lambertw(-np.exp(-1) / 4, -1).real


def above_half(u):
    return np.sqrt(u) * np.exp(-u) - 0.5 * np.sqrt(0.5) * np.exp(-0.5)


assert abs(half_low - brentq(above_half, 1e-9, 0.5)) < 1e-8
assert abs(half_high - brentq(above_half, 0.5, 5)) < 1e-8
width = half_high - half_low

# Any electron meets any hole: convolve the two thermal populations.
step = 0.005
single = (np.arange(1600) + 0.5) * step
population = np.sqrt(single) * np.exp(-single)
unrestricted = np.convolve(population, population)[:1600]
peak_unrestricted = (np.argmax(unrestricted) + 1) * step
assert abs(peak_unrestricted - 2) < 0.02

# Rough, round parameters for a direct-gap nitride transistor layer.
gap_300 = 3400.0
gap_slope = -0.5
me, mh = 0.2, 1.0
mr = me * mh / (me + mh)
permittivity = 9.5
index = 2.5
density = 1e17
band_split = 6.0
sigma = 10.0
alpha_100 = 1e5
path_nm = 100.0
rydberg = const.value("Rydberg constant times hc in eV") * 1e3
R = rydberg * mr / permittivity**2
bohr_nm = const.value("Bohr radius") * 1e9
exciton_radius = bohr_nm * permittivity / mr
hc = const.h * const.c / const.e * 1e12  # meV nm


def photon_peak(gap, kt, p):
    b = 2 * gap - (1 + 2 * p) * kt
    return (-b + np.sqrt(b * b + 8 * kt * gap)) / 4


def log_fugacity(mass, temperature):
    states = 2 * (mass * const.m_e * const.k * temperature
                  / (2 * np.pi * const.hbar**2)) ** 1.5 * 1e-6

    def excess(eta):
        integral = quad(lambda u: np.sqrt(u) / (1 + np.exp(u - eta)), 0, 60)[0]
        return 2 / np.sqrt(np.pi) * integral - density / states

    return brentq(excess, -20, 5), density / states


def coulomb_continuum(x, binding):
    return (2 * np.pi * np.sqrt(binding)
            / (1 - np.exp(-2 * np.pi * np.sqrt(binding / x))))


# Coulomb weights against a diagonalized radial Hamiltonian.
# Units are the exciton binding energy and the exciton radius.
beta = R / (const.k * 300 / const.e * 1e3)
h = 0.01
radius = np.arange(1, 2501) * h
levels, vectors = eigh_tridiagonal(2 / h**2 - 2 / radius,
                                   -np.ones(2499) / h**2,
                                   select="v", select_range=(-2, 40))
# Near the origin u(r) is proportional to r*(1-r).
contact = (vectors[0] / np.sqrt(h) / (h * (1 - h))) ** 2 / (4 * np.pi)
numerical_sum = np.sum(contact * np.exp(-beta * levels))
n = np.arange(1, 2001)
bound_sum = 4 * np.pi * np.sum(np.exp(beta / n**2) / n**3)
free_sum = quad(lambda x: coulomb_continuum(x, 1.0) * np.exp(-beta * x),
                0, 60, limit=200)[0]
formula_sum = (bound_sum + free_sum) / (4 * np.pi**2)
assert abs(numerical_sum / formula_sum - 1) < 0.003

print("k-space test, energies in kT")
show("fitted power of x", power_k, digits=3)
show("fitted peak", peak_k, "kT", 3)
show("mean", mean_k, "kT", 3)
show("width at half height", width, "kT", 3)
show("peak without k conservation", peak_unrestricted, "kT", 2)
print("Rough inputs")
show("gap at 300 K", gap_300 / 1e3, "eV", 3)
show("gap slope", gap_slope, "meV/K")
print(f"electron, hole, reduced mass: {me:.2f}, {mh:.2f}, {mr:.3f} m0")
print(f"relative permittivity, index: {permittivity:.1f}, {index:.1f}")
print(f"electron density = hole density: {density:.1e} cm^-3")
show("second valence band splitting", band_split, "meV", 1)
show("Gaussian broadening sigma", sigma, "meV", 1)
print(f"absorption 100 meV above gap: {alpha_100:.1e} cm^-1")
show("escape path", path_nm, "nm", 0)
show("exciton binding energy R", R, "meV", 1)
show("exciton radius", exciton_radius, "nm", 2)

x = np.arange(1, 120001) * 0.001
wide = np.arange(-2000, 4001) * 0.1
positive = wide > 0
kernel_x = np.arange(-600, 601) * 0.1
kernel = np.exp(-0.5 * (kernel_x / sigma) ** 2)
kernel /= kernel.sum()

for temperature in (300.0, 450.0):
    kt = const.k * temperature / const.e * 1e3
    gap = gap_300 + gap_slope * (temperature - 300)
    shift = kt / 2
    thermal = np.exp(-x / kt)
    free = np.sqrt(x) * thermal
    assert abs(x[np.argmax(free)] - shift) < 0.002

    # Photon factor, per unit energy and per unit wavelength.
    with_photon = x[np.argmax((gap + x) * free)]
    assert abs(with_photon - photon_peak(gap, kt, 1)) < 0.002
    assert abs(with_photon - shift * (1 + kt / gap)) < 0.005
    wavelength = np.linspace(hc / (gap + 100), hc / (gap + 0.01), 100001)
    photon = hc / wavelength
    per_nm = (photon * np.sqrt(photon - gap) * np.exp(-(photon - gap) / kt)
              * np.abs(np.gradient(photon, wavelength)))
    peak_nm_plot = photon[np.argmax(per_nm)] - gap
    assert abs(peak_nm_plot - photon_peak(gap, kt, 3)) < 0.005

    # Fermi filling at the stated density.
    eta_e, filling_e = log_fugacity(me, temperature)
    eta_h, _ = log_fugacity(mh, temperature)
    filled = np.sqrt(x) / ((1 + np.exp(mr / me * x / kt - eta_e))
                           * (1 + np.exp(mr / mh * x / kt - eta_h)))
    degeneracy = x[np.argmax(filled)] - shift

    # Conduction band e*(1+e/gap) = hbar^2 k^2/(2 me), parabolic valence band.
    q = x * (1 + x / gap)
    dq = 1 + 2 * x / gap
    pair = x + me / mh * q
    bent = np.sqrt(q) * dq / (1 + me / mh * dq) * np.exp(-pair / kt)
    nonparabolic = pair[np.argmax(bent)] - shift

    # Second valence band with equal masses and equal matrix element.
    two_bands = (np.sqrt(x) + np.sqrt(np.maximum(x - band_split, 0))) * thermal
    second_band = x[np.argmax(two_bands)] - shift

    # Absorption follows the same square-root joint density.
    optical_depth = alpha_100 * path_nm * 1e-7 * np.sqrt(x / 100)
    reabsorbed = x[np.argmax(free * np.exp(-optical_depth))] - shift

    # Pair momentum equals the photon momentum.
    recoil = ((index * (gap + shift) * 1e-3 * const.e / const.c) ** 2
              / (2 * (me + mh) * const.m_e) / const.e * 1e3)

    # Broadened spectra without and with electron-hole attraction.
    free_wide = np.zeros_like(wide)
    free_wide[positive] = (np.sqrt(wide[positive])
                           * np.exp(-wide[positive] / kt))
    broad_peak = wide[np.argmax(np.convolve(free_wide, kernel, "same"))]
    attracted = np.zeros_like(wide)
    attracted[positive] = (coulomb_continuum(wide[positive], R)
                           * np.exp(-wide[positive] / kt))
    edge_peak = wide[positive][np.argmax(attracted[positive])]
    spectrum = np.convolve(attracted, kernel, "same")
    for level in range(1, 41):
        line = -R / level**2
        strength = 4 * np.pi * R**1.5 / level**3 * np.exp(-line / kt)
        spectrum += (strength / (sigma * np.sqrt(2 * np.pi))
                     * np.exp(-0.5 * ((wide - line) / sigma) ** 2))
    coulomb_peak = wide[np.argmax(spectrum)]
    assert edge_peak < 0.2
    assert coulomb_peak < 0
    screening = np.sqrt(permittivity * const.epsilon_0 * const.k * temperature
                        / (2 * density * 1e6 * const.e**2)) * 1e9

    print(f"T = {temperature:.0f} K")
    print(f"kT, peak shift kT/2: {kt:.2f}, {shift:.2f} meV")
    print(f"electron, hole share at peak: {mr/me*shift:.2f}, "
          f"{mr/mh*shift:.2f} meV")
    print(f"mean shift, width: {1.5*kt:.1f}, {width*kt:.1f} meV")
    print(f"gap, free-pair peak: {gap/1e3:.4f}, {(gap+shift)/1e3:.4f} eV")
    print(f"same as wavelengths: {hc/gap:.2f}, {hc/(gap+shift):.2f} nm")
    show("change from photon factor E", with_photon - shift, "meV")
    show("change, photon count per nm", peak_nm_plot - shift, "meV")
    show("change from photon recoil", recoil, "meV")
    show("electron density / Nc", filling_e, digits=3)
    show("change from degeneracy", degeneracy, "meV")
    show("change from nonparabolicity", nonparabolic, "meV")
    show("change from second valence band", second_band, "meV")
    show("change from reabsorption", reabsorbed, "meV")
    show("change from broadening", broad_peak - shift, "meV", 1)
    show("Coulomb continuum peak minus gap", edge_peak, "meV", 1)
    show("peak with excitons minus gap", coulomb_peak, "meV", 1)
    show("Debye screening length", screening, "nm", 1)

print("checks complete")
```

Running it gives:

```
k-space test, energies in kT
fitted power of x: 0.501
fitted peak: 0.501 kT
mean: 1.500 kT
width at half height: 1.795 kT
peak without k conservation: 2.00 kT
Rough inputs
gap at 300 K: 3.400 eV
gap slope: -0.50 meV/K
electron, hole, reduced mass: 0.20, 1.00, 0.167 m0
relative permittivity, index: 9.5, 2.5
electron density = hole density: 1.0e+17 cm^-3
second valence band splitting: 6.0 meV
Gaussian broadening sigma: 10.0 meV
absorption 100 meV above gap: 1.0e+05 cm^-1
escape path: 100 nm
exciton binding energy R: 25.1 meV
exciton radius: 3.02 nm
T = 300 K
kT, peak shift kT/2: 25.85, 12.93 meV
electron, hole share at peak: 10.77, 2.15 meV
mean shift, width: 38.8, 46.4 meV
gap, free-pair peak: 3.4000, 3.4129 eV
same as wavelengths: 364.66, 363.28 nm
change from photon factor E: 0.10 meV
change, photon count per nm: 0.30 meV
change from photon recoil: 0.06 meV
electron density / Nc: 0.045
change from degeneracy: 0.33 meV
change from nonparabolicity: 0.17 meV
change from second valence band: 3.34 meV
change from reabsorption: -3.89 meV
change from broadening: 6.5 meV
Coulomb continuum peak minus gap: 0.1 meV
peak with excitons minus gap: -24.8 meV
Debye screening length: 8.2 nm
T = 450 K
kT, peak shift kT/2: 38.78, 19.39 meV
electron, hole share at peak: 16.16, 3.23 meV
mean shift, width: 58.2, 69.6 meV
gap, free-pair peak: 3.3250, 3.3444 eV
same as wavelengths: 372.88, 370.72 nm
change from photon factor E: 0.23 meV
change, photon count per nm: 0.70 meV
change from photon recoil: 0.06 meV
electron density / Nc: 0.024
change from degeneracy: 0.27 meV
change from nonparabolicity: 0.40 meV
change from second valence band: 3.23 meV
change from reabsorption: -6.86 meV
change from broadening: 5.5 meV
Coulomb continuum peak minus gap: 0.1 meV
peak with excitons minus gap: -24.8 meV
Debye screening length: 10.1 nm
checks complete
```
